\section*{Path length and slowing time of an ion under linear friction}

\section*{Problem}

An ion of mass $M$ enters a uniform medium with speed $v_0>0$. The medium acts on it through a single force, a friction of magnitude $\gamma v$ directed against the velocity. The coefficient $\gamma>0$ is constant for a given ion and medium.

\begin{enumerate}
\item Find the speed $v(t)$. Does the ion come to rest at any finite time?
\item Find the path length $s(t)$ travelled since entry. Is it bounded, and how does its limit depend on $v_0$ and on the initial energy $E_0$?
\item Explain how the answers to 1 and 2 fit together. Repeat the analysis for a friction proportional to $v^p$ with $p\ge 0$, and find which values of $p$ give a finite path and which give a finite stopping time.
\item A proton of $10\,000$ eV enters silicon, where its initial energy loss per unit path is taken as $8$ eV/\AA. Evaluate the results, and judge how far they can be trusted.
\end{enumerate}

\section*{Solution}

\subsection*{Conventions}

The motion is classical and non-relativistic. The algebra is in atomic units, with masses in electron masses. The equations below contain no constants special to those units, so numbers may be inserted in any consistent set; here these are eV, \AA\ and fs.

The friction acts along the line of motion, so the ion travels in a straight line and one coordinate suffices. The path length $s$ starts from $s(0)=0$ and obeys $ds/dt=v$.

\subsection*{1. The speed}

Newton's law reads
\begin{equation}
M\frac{dv}{dt}=-\gamma v .
\label{newton}
\end{equation}
Dividing by $M$ and defining the time constant $\tau=M/\gamma$ gives $dv/dt=-v/\tau$. Separating variables would require division by $v$, which presupposes that $v$ does not vanish. Since that is the point in question, consider instead the product $v\,e^{t/\tau}$:
\begin{equation}
\frac{d}{dt}\left(v\,e^{t/\tau}\right)
=\frac{dv}{dt}\,e^{t/\tau}+\frac{v}{\tau}\,e^{t/\tau}
=\left(-\frac{v}{\tau}+\frac{v}{\tau}\right)e^{t/\tau}=0 .
\end{equation}
The product is therefore constant and equal to its value at $t=0$, which is $v_0$. Hence
\begin{equation}
v(t)=v_0\,e^{-t/\tau}.
\label{speed}
\end{equation}
An exponential of a finite number is positive, so $v(t)>0$ at every finite $t$. The ion never comes to rest.

\subsection*{2. The path}

Integrating the speed from $0$ to $t$,
\begin{equation}
s(t)=\int_0^t v_0\,e^{-t'/\tau}\,dt'
=\left[-v_0\tau\,e^{-t'/\tau}\right]_0^t
=v_0\tau\left(1-e^{-t/\tau}\right).
\label{path}
\end{equation}
The bracket grows steadily with $t$, stays below $1$, and tends to $1$ as $t\to\infty$. The path is therefore bounded, and its limit is
\begin{equation}
R=v_0\tau=\frac{M v_0}{\gamma}.
\label{range}
\end{equation}
The ion approaches $R$ without reaching it. For fixed $M$ and $\gamma$, the range $R$ is proportional to the initial speed. Since $v_0=\sqrt{2E_0/M}$, it is also proportional to $\sqrt{E_0}$: four times the energy gives twice the range.

The same range follows without reference to time. Because $v\,dt=ds$, equation~\eqref{newton} multiplied by $dt$ becomes $M\,dv=-\gamma\,ds$. Integrating from the entry point,
\begin{equation}
v=v_0-\frac{s}{\tau}=v_0\left(1-\frac{s}{R}\right),
\qquad
E=\frac{Mv^2}{2}=E_0\left(1-\frac{s}{R}\right)^2 .
\label{linear}
\end{equation}
Speed falls linearly with distance. At half the range the ion has half its speed and a quarter of its energy.

The range can also be expressed through the stopping power $S=-dE/ds$, the energy lost per unit path. Here it equals the friction force, because
\begin{equation}
-\frac{dE}{ds}=-Mv\frac{dv}{ds}=-Mv\left(-\frac{1}{\tau}\right)=\gamma v .
\end{equation}
With $S_0=\gamma v_0$ the initial stopping power, \eqref{range} can be written as
\begin{equation}
R=\frac{Mv_0}{\gamma}=\frac{Mv_0^2}{\gamma v_0}=\frac{2E_0}{S_0}.
\label{energyrange}
\end{equation}
The factor $2$ has a plain meaning: the estimate $E_0/S_0$ would hold if the stopping power kept its initial value, but it weakens as the ion slows.

\subsection*{3. Endless motion over a finite distance}

Slowing from $v_1$ to a smaller speed $v_2$ takes, by \eqref{speed} and \eqref{linear},
\begin{equation}
\Delta t=\tau\ln\frac{v_1}{v_2},
\qquad
\Delta s=\tau\,(v_1-v_2).
\label{decade}
\end{equation}
As $v_2\to0$ the logarithm diverges while the difference stays finite. Each loss of a factor of ten in speed costs the same time, $\tau\ln 10$, but covers a tenth of the distance covered in the preceding one. The distances form a convergent geometric series:
\begin{equation}
0.9R+0.09R+0.009R+\dots=\frac{0.9R}{1-0.1}=R .
\end{equation}

Now let the friction force be $S_0(v/v_0)^p$, which has the same initial value $S_0$ for every $p$. While $v>0$, Newton's law gives $dt=-M\,dv/[S_0(v/v_0)^p]$ and $ds=v\,dt$. Put $x=v/v_0$, so that $dv=v_0\,dx$. The prefactors are
\begin{equation}
\frac{Mv_0}{S_0}=\frac{Mv_0}{\gamma v_0}=\tau,
\qquad
\frac{Mv_0^2}{S_0}=\frac{2E_0}{S_0}=R,
\end{equation}
where $\tau$ and $R$ keep their values from the linear case. The total time and path down to zero speed are then
\begin{align}
T_p&=\tau\int_0^1 x^{-p}\,dx=\frac{\tau}{1-p}
&&\text{for } p<1,
\label{Tp}\\
R_p&=R\int_0^1 x^{1-p}\,dx=\frac{R}{2-p}
&&\text{for } p<2 .
\label{Rp}
\end{align}
The first integral diverges at $x=0$ for $p\ge1$, the second for $p\ge2$. There are three regimes:
\begin{itemize}
\item for $0\le p<1$ the ion stops after a finite time and a finite path;
\item for $1\le p<2$ it moves for ever over a finite path;
\item for $p\ge2$ it moves for ever and its path has no bound.
\end{itemize}
A constant force, $p=0$, stops the ion at time $\tau$ after a path $R/2$. Linear friction lies at the edge of the middle regime: any $p$ below $1$ restores a finite stopping time, whereas the path stays finite for small changes of $p$ in either direction.

For a given ion and medium, the coefficient $C=S_0/v_0^p$ is fixed, and \eqref{Rp} becomes $R_p=Mv_0^{2-p}/[C(2-p)]$. Proportionality to $v_0$ thus requires $p=1$ within this family.

\subsection*{4. A proton in silicon}

\paragraph{Values.} Equation~\eqref{energyrange} gives
\begin{equation}
R=\frac{2\times 10\,000\ \text{eV}}{8\ \text{eV/\AA}}=2500\ \text{\AA}=250\ \text{nm}.
\end{equation}
For the proton mass, $E_0=Mv_0^2/2$ yields $v_0=13.84$ \AA/fs. Then
\begin{equation}
\tau=\frac{R}{v_0}=\frac{2500}{13.84}\ \text{fs}=180.6\ \text{fs},
\qquad
\gamma=\frac{S_0}{v_0}=\frac{8}{13.84}=0.578\ \text{eV\,fs/\AA}^2 .
\end{equation}
At a quarter of the energy, with $\gamma$ held fixed, the range is $1250$ \AA. The approach to the limit at full energy is as follows.

\begin{center}
\begin{tabular}{ccc}
time & speed (\AA/fs) & path left (\AA)\\
$\tau$ & 5.09 & 920\\
$2\tau$ & 1.87 & 338\\
$5\tau$ & 0.0933 & 16.8\\
$10\tau$ & 0.000628 & 0.113
\end{tabular}
\end{center}

Each factor of ten in speed takes $416$ fs. The first covers $2250$ \AA, the second $225$ \AA.

\paragraph{Where the slowing ends.} At $300$ K the mean thermal energy $3kT/2$ is $0.0388$ eV. Since $v\propto\sqrt E$, \eqref{decade} gives the time to slow to this energy as
\begin{equation}
t=\frac{\tau}{2}\ln\frac{E_0}{3kT/2}
=\frac{180.6}{2}\ln\frac{10\,000}{0.0388}\ \text{fs}\approx 1125\ \text{fs},
\end{equation}
about $6\tau$. By \eqref{linear} the path left is then $R\sqrt{0.0388/10\,000}\approx 5$ \AA. Near this energy the random kicks from the medium, absent from \eqref{newton}, matter as much as the friction. The last row of the table therefore describes the equation and not a real proton. Since so little path remains, this failure hardly affects the path over which the proton slows down. The thermal wandering that follows is not part of $R$. The time of $1125$ fs also assumes that the friction stays proportional to $v$ down to thermal energy. Silicon has a band gap, which suppresses the transfer of energy to electrons at very low speed, so this time belongs to the model and is not a prediction for a real proton. The same holds for the table row at $5\tau$: the kinetic energy there is $0.45$ eV, less than the gap of about $1.1$ eV, so the proton cannot lift an electron across it. The gap acts well before this point, because a heavy proton hands only a small part of its energy to an electron. In a free-electron estimate the largest transfer is $2m_e v(v+v_F)$, with $v_F$ the Fermi speed of the valence electrons, and it falls to the gap at a proton energy of about $10$ eV.

\paragraph{The friction law.} If the stopping power varied as $E^{0.45}$ instead of $E^{0.5}$, with the same $S_0$, then $p=0.9$. Equation~\eqref{Rp} gives $R_p=2500/1.1=2273$ \AA, which is $9\%$ below the linear result. Four times the energy would multiply the range by $4^{0.55}=2.14$ instead of $2$. The stopping time, by \eqref{Tp}, would be $10\tau$, about $1800$ fs, instead of infinite. This slight lowering of $p$ changes the range by only $9\%$ but removes the endless motion.

\paragraph{Collisions with nuclei.} The friction represents energy given to electrons. The proton also loses energy to silicon nuclei, at a rate $S_n$, and is deflected by them. Both effects were estimated from independent two-body collisions in the Ziegler--Biersack--Littmark universal potential, for $0.05$ atoms per \AA$^3$ in random positions. The proton was followed down to $10$ eV, below which the two-body picture is doubtful.

At the start $S_n=0.102$ eV/\AA, about $1\%$ of the total loss. Yet the path down to $10$ eV falls from $2421$ to $2243$ \AA, or by $7\%$. The last digits depend on the potential: the Moli\`ere and Kr--C screened potentials give $S_n=0.101$ and $0.107$ eV/\AA\ and a path near $2230$ \AA, a shortening of $8\%$. To see what this means, write the path element with both losses as
\begin{equation}
\frac{dE}{S+S_n}=\frac{dE}{S}\left(1-\frac{S_n}{S+S_n}\right).
\end{equation}
The relative shortening is thus the nuclear share of the total loss, averaged over the friction-only path. An average of $7\%$ with an initial value near $1\%$ shows that this share is larger later in the flight. It is about $7\%$ at $1350$ eV, $18\%$ at $180$ eV and $30\%$ at $10$ eV. The first two are the energies of the table rows at $\tau$ and $2\tau$, so the row at $2\tau$ already lies outside a friction-only description.

Deflection matters more, because $R$ is measured along the track and not as depth. Let $\theta$ be the angle between the velocity and the inward normal, for a proton that enters along this normal. A collision that turns the velocity by $\psi$, about a random azimuth $\varphi$, changes $\cos\theta$ to $\cos\theta\cos\psi+\sin\theta\sin\psi\cos\varphi$. The second term averages to zero over $\varphi$, so on average each collision multiplies $\cos\theta$ by $\cos\psi$. For atom density $n$ and collision cross-section $\sigma$, and with the energy treated as a function of path, the mean obeys
\begin{equation}
\frac{d\langle\cos\theta\rangle}{ds}=-\frac{\langle\cos\theta\rangle}{\lambda},
\qquad
\frac1\lambda=n\int(1-\cos\psi)\,d\sigma,
\end{equation}
and the mean depth is $\int\langle\cos\theta\rangle\,ds$. The result at $10$ eV is about $0.57$ of the $2243$ \AA\ path, or roughly $1300$ \AA. The depth does not change when the end energy is moved between $1$ and $100$ eV, although the ratio runs from $0.56$ to $0.60$, and the three potentials give $1240$ to $1270$ \AA. A friction that has the same $S_0$ but falls linearly to zero at the speed of a $10$ eV proton lengthens the path by about $9\%$ and the depth by only about $1\%$, because the direction is already random by then.

\paragraph{Comparison with real implantation.} The example lies in the regime of shallow hydrogen implantation into silicon. The stopping power of $8$ eV/\AA\ is a rough round value, and $R$ varies inversely with it: $10$ eV/\AA\ would give $2000$ \AA. The assumption that fails most among those sized here is the straight track. The estimated mean depth is about $130$ nm, roughly half of the $250$ nm range, so $R$ must not be read as an implantation depth. The depth estimate itself treats the target as amorphous and unbounded. It therefore omits channelling along open crystal directions, which can carry ions deeper, and the escape of protons through the surface. In the same collision model about $2\%$ escape, which raises the mean depth of those retained by about $30$ \AA. Relativity is negligible, the ratio of kinetic to rest energy being $1.1\times10^{-5}$. The proportionality to $v_0$ should not be carried to much higher energies, because the electronic stopping power of protons passes through a maximum and then falls.

\section*{Values computed for the example and the checks}
\begin{verbatim}
INPUTS: proton in silicon, rough values
initial energy: 10000 eV
initial stopping power: 8.0 eV/angstrom
silicon atom density: 0.050 per cubic angstrom
temperature: 300 K
FRICTION MODEL
initial speed: 13.84 angstrom/fs
friction coefficient: 0.5780 eV fs/angstrom^2
time constant tau: 180.6 fs
range R: 2500.0 angstrom = 250.0 nm
range from energy integral: 2500.0 angstrom
range at a quarter of the energy: 1250.0 angstrom
time per factor ten in speed: 415.9 fs
t = 1 tau: speed 5.09 angstrom/fs, path left 920 angstrom
t = 2 tau: speed 1.87 angstrom/fs, path left 338 angstrom
t = 5 tau: speed 0.0933 angstrom/fs, path left 16.8 angstrom
t = 10 tau: speed 0.000628 angstrom/fs, path left 0.113 angstrom
CONSTANT FORCE OF THE SAME INITIAL SIZE
stopping time: 180.6 fs
stopping path: 1250.0 angstrom
NEGLECTED EFFECTS
nuclear stopping at start: 0.102 eV/angstrom
cut-off energy of collision estimate: 10 eV
path to cut-off, friction only: 2421 angstrom
path to cut-off, with nuclear: 2243 angstrom
path change by nuclear: -7.3 %
mean depth at cut-off: 1268 angstrom
mean depth / path with nuclear: 0.57
range if S varies as E^0.45: 2273 angstrom
range change by that law: -9.1 %
range ratio for 4 times the energy, that law: 2.144
range if S0 were 10 eV/angstrom: 2000 angstrom
thermal energy 3kT/2: 0.0388 eV
model time to thermal energy: 1125 fs
model path left at thermal energy: 4.92 angstrom
kinetic / rest energy: 1.1e-05
\end{verbatim}
